\section*{Effective annealing time when diffusivity factorizes in composition and temperature, part 2}

The problem is interdiffusion in a binary alloy during a prescribed temperature history $T(t)$, uniform in space. The atomic fraction $c(x,t)$ obeys $\partial_tc=\partial_x[D(c,T)\,\partial_xc]$, with constant molar volume, no reaction and no memory in $D$. The diffusivity factorizes if $D=f(c)g(T)$, with $f>0$ and $f(0)=1$. Here $g(T)=D_0e^{-Q/k_BT}$, with constant $D_0$ and $Q$. Numbers are in nm, eV, s and K.

For a reference temperature $T_r$, with $g_r=g(T_r)$, an anneal of duration $t_f$ has effective time $\tau=\int_0^{t_f}g(T)\,dt/g_r$ and budget $B=g_r\tau$. In terms of the budget, $\partial_Bc=\partial_x[f(c)\,\partial_xc]$.

\paragraph{Lemma 2 (uniqueness).} Let $a(t)>0$ be piecewise continuous. Two solutions $c_1,c_2$ of $\partial_t c=a(t)\,\partial_x[f(c)\,\partial_x c]$ with the same initial profile and the same boundary conditions are equal.

\paragraph{Theorem 1.} Under the stated assumptions and with $D=f(c)g(T)$, the nonisothermal profile at time $t$ is the isothermal profile at the effective time:
\begin{equation}
c(x,t)=C(x,\tau(t)) .
\label{main}
\end{equation}
Here $C$ is the solution at $T_r$ with the same initial profile. Ends are closed or held at fixed composition, or the couple is infinite.

A linear ramp of rate $r$ between $T_s$ and the peak $T_p$, with $T_p$ as reference, gives
\begin{equation}
\tau_{\rm ramp}=\frac{e^{u_p}}r\,[P(T_p)-P(T_s)] .
\label{ramp}
\end{equation}
Here $P(T)=T\,e^{-u}-\frac{Q}{k_B}E_1(u)$, $u=Q/(k_BT)$, $u_p=Q/(k_BT_p)$ and $E_1(u)=\int_u^\infty e^{-v}v^{-1}dv$. If $P(T_s)$ is negligible,
\begin{equation}
\tau_{\rm ramp}\simeq\frac{k_BT_p^2}{Qr}\left(1-\frac{2}{u_p}\right).
\label{rampsmall}
\end{equation}

With $\beta=1/(k_BT)$, and $\beta_p$, $\beta_r$ its values at $T_p$, $T_r$, an activation energy $Q-qc$ is described by
\begin{equation}
D(c,T)=g(T)\,e^{bc}\,e^{qc(\beta-\beta_p)},\qquad g(T)=D_0e^{-Q\beta}.
\label{broken}
\end{equation}
A small-amplitude profile near composition $c$ then has effective time
\begin{align}
\tau_c&=\int_0^{t_f}\frac{D(c,T)}{D(c,T_r)}\,dt
=\int_0^{t_f}\frac{g(T)}{g_r}\,e^{qc(\beta-\beta_r)}\,dt\notag\\
&\simeq\tau\left[1+qc\,\langle\beta-\beta_r\rangle\right],
\label{spread}
\end{align}
where the brackets average over the anneal with weight $g(T(t))$ and the last form is first order in $q$.

The examples use $Q=4$ eV, $b=4$, $T_p=1323$ K and a lower reference of 1173 K. There $g=0.05789$ and $6.517\times10^{-4}\ {\rm nm^2/s}$, with ratio $88.8$.

\subsection{The diffusion couple}

Join two half-spaces at $x=0$, with $c=c_L$ for $x<0$ and $c=0$ for $x>0$.

\paragraph{Proposition 1.} After any temperature history, $c=\varphi(\eta)$ with $\eta=x/\sqrt B$, where
\begin{equation}
\left(f(\varphi)\,\varphi'\right)'+\frac\eta2\,\varphi'=0,\qquad
\varphi(-\infty)=c_L,\quad\varphi(\infty)=0 .
\label{sim}
\end{equation}

\emph{Proof.} In terms of the budget the equation is $\partial_Bc=\partial_x[f(c)\,\partial_xc]$. If $c(x,B)$ is a solution, so is $c(\lambda x,\lambda^2B)$ for any $\lambda>0$, because both sides gain a factor $\lambda^2$. The initial step is unchanged by the stretching of $x$. By Lemma 2 the two solutions coincide, and $\lambda=B^{-1/2}$ gives $c(x,B)=c(x/\sqrt B,1)=\varphi(\eta)$. Then
\begin{equation}
\partial_Bc=-\frac{\eta}{2B}\,\varphi',\qquad
\partial_x[f\,\partial_xc]=\frac1B\,(f\varphi')' ,
\end{equation}
and equating the two gives \eqref{sim}. $\square$

Every width of the profile therefore grows as $\sqrt B$, or as $\sqrt\tau$ at fixed $T_r$. Put $p=f\varphi'$. Equation \eqref{sim} reads $p'=-\eta p/(2f)$, so
\begin{equation}
p(\eta)=p(0)\exp\left[-\int_0^\eta\frac{v}{2f(\varphi(v))}\,dv\right].
\label{p}
\end{equation}
This never changes sign, so $\varphi$ decreases strictly and $x$ is a single-valued function of $c$. It also vanishes like a Gaussian at both ends. For $f=1$ it gives $\varphi'\propto e^{-\eta^2/4}$ and the familiar profile $\varphi=\tfrac12c_L\,{\rm erfc}(\eta/2)$.

\paragraph{Proposition 2 (inversion).} For $0<c_*<c_L$,
\begin{equation}
D(c_*,T_r)=-\frac1{2\tau}\,\frac{dx}{dc}\bigg|_{c_*}\int_0^{c_*}x\,dc .
\label{bm}
\end{equation}
The origin is the Matano plane, defined by $\int_0^{c_L}x\,dc=0$.

\emph{Proof.} Integrate \eqref{sim} from $\eta_*$, where $\varphi=c_*$, to infinity. Since $p(\infty)=0$,
\begin{equation}
-f(c_*)\,\varphi'(\eta_*)=-\frac12\int_{\eta_*}^{\infty}\eta\,\varphi'\,d\eta
=-\frac12\int_{c_*}^{0}\eta\,dc=\frac12\int_0^{c_*}\eta\,dc .
\label{bmstep}
\end{equation}
Divide by $-\varphi'=-dc/d\eta$ and replace $\eta$ by $x/\sqrt B$ in both places, which gives
\begin{equation}
f(c_*)=-\frac1{2B}\,\frac{dx}{dc}\bigg|_{c_*}\int_0^{c_*}x\,dc .
\end{equation}
Multiplication by $g_r$, with $B=g_r\tau$, yields \eqref{bm}. Letting $\eta_*\to-\infty$ in \eqref{bmstep} makes the left side vanish and gives the condition on the origin. $\square$

In \eqref{bm} the slope is negative and the integral positive, so $D>0$. If the hold time $t_h$ is used in place of $\tau$, all values of $D$ are too large by the common factor $\tau/t_h$, while the shape $f(c)$ remains correct. One profile yields the product $f(c)B$. Converting it to a diffusivity at $T_r$ needs $\tau$, and hence $Q$, from elsewhere. With the peak as reference this demand is mild: by \eqref{rampsmall} the ramp part of $\tau$ varies as $1/Q$ to leading order, and the hold part does not depend on $Q$. This relies on the hold supplying most of $\tau$. In the example below, changing $Q$ from 3 to 5 eV moves $\tau$ from 44.1 to 38.7 s; for an anneal with no hold, the whole of $\tau$ varies as $1/Q$.

\subsection{Worked example}

Take $Q=4$ eV, $D_0=1\ {\rm cm^2/s}$, $f=e^{4c}$ and $c_L=0.5$. The sample is heated from 873 K to 1323 K at 10 K/s, held for 30 s, and cooled to 873 K at 5 K/s. The stages last 45, 30 and 90 s, or 165 s in all.

At the peak, $k_BT_p^2/Q=37.7$ K, so $u_p=1323/37.7=35.1$. For the upward ramp \eqref{rampsmall} gives $3.77\times(1-2/35.1)=3.56$ s, and the full expression \eqref{ramp} gives $3.57$ s. The downward ramp is half as fast and counts twice as much, $7.14$ s. Diffusion at 873 K is slower than at the peak by a factor $1.4\times10^{-8}$, so the lower limit is negligible. Hence
\begin{align}
\tau&=30+3.57+7.14=40.7\ {\rm s}\quad\text{at }1323\ {\rm K},\\
B&=0.05789\times40.7=2.36\ {\rm nm^2},\qquad \sqrt B=1.535\ {\rm nm}.
\end{align}
Numerical quadrature of the history gives the same $\tau$. At 1173 K, where $g$ is smaller by the factor $88.8$, the equivalent anneal lasts about 3617 s, or one hour.

The constant temperature equivalent to the real duration follows from $165\,g(T_{\rm eq})=40.7\,g(T_p)$:
\begin{equation}
\frac1{T_{\rm eq}}=\frac1{T_p}+\frac{k_B}Q\ln\frac{165}{40.7},\qquad T_{\rm eq}=1272\ {\rm K}.
\end{equation}
The time-averaged temperature, 1139 K, is no substitute. Held for 165 s, it would supply 1.4 percent of the true budget, because $g$ rises so steeply with temperature.

Theorem 1 was tested on a profile with several maxima and minima in a closed sample 80 nm long. The real history was followed to 60, 90 and 165 s and compared with isothermal anneals at 1323, 1173 and 1272 K for the corresponding effective times. The compositions differed by at most $6\times10^{-10}$, while the anneal itself changed them by up to $0.14$. Both calculations used the same spatial grid, so this comparison tests the change of clock and not the spatial accuracy.

The spatial accuracy was tested on the couple. The real-time solution was compared with a separate solution of \eqref{sim}. The largest difference in $c$ was $5.5\times10^{-4}$ with 200 cells over 80 nm and $1.4\times10^{-4}$ with 400 cells. The similarity profile has $c=0.489$, $0.444$, $0.294$, $0.177$ and $0.021$ at $x=-10$, $-5$, $0$, $2$ and $5$ nm. At the origin a constant diffusivity would give $0.25$. The distance between $c=0.45$ and $c=0.05$, the 10--90 width, is
\begin{equation}
w=9.48\ {\rm nm}=94.8\ \text{\AA}.
\end{equation}
Counting the hold alone would give $9.48\sqrt{30/40.7}=8.14$ nm.

Inversion of the real-time profile by \eqref{bm}, with $\tau=40.7$ s, gives $D(c,1323\,{\rm K})=0.0863$, $0.1572$ and $0.2865\ {\rm nm^2/s}$ at $c=0.10$, $0.25$ and $0.40$. The values put into the calculation were $0.0864$, $0.1574$ and $0.2867\ {\rm nm^2/s}$. The agreement is within about 0.1 percent of each value. With the 30 s hold in place of $\tau$, every result would be 36 percent too high.

\subsection{When the assumptions fail}

\paragraph{Composition-dependent activation energy.} Repeat the couple with the diffusivity \eqref{broken} and $q=1$ eV, so that the activation energy falls from 4.0 to 3.5 eV across the profile. The best isothermal time was found by least squares. At 1323 K it is $1.019\tau$, with a largest misfit in $c$ of $0.0009$. At 1173 K it is $0.733\tau$, with a misfit of $0.011$, where $\tau$ is the factorized value for the respective reference. With $q=0$ the same search at 1173 K returned $\tau$ and a misfit below $10^{-9}$.

Equation \eqref{spread} gives the direction and rough size of these shifts. Near the peak a ramp has weight $e^{-Q(\beta-\beta_p)}$, and to leading order equal steps of $\beta$ take equal times, so the average of $\beta-\beta_p$ over a ramp is $1/Q=0.25\ {\rm eV^{-1}}$. The ramps supply $10.7/40.7=26$ percent of the budget, and the average over the whole anneal is $0.066\ {\rm eV^{-1}}$. For $c=0.5$ and the peak reference, $\tau_c\simeq(1+0.033)\tau$. For the reference 1173 K, $\beta_r-\beta_p=1.122\ {\rm eV^{-1}}$ is too large for the first-order form. Write instead $e^{qc(\beta-\beta_r)}=e^{-qc(\beta_r-\beta_p)}\,e^{qc(\beta-\beta_p)}$ in the integral of \eqref{spread}. The first factor is constant and equals $e^{-0.5\times1.122}=0.571$; the second averages to about $1.033$ at this order, as before (the exact weighted average is $1.035$). Hence $\tau_c\simeq0.571\times1.033\,\tau=0.59\tau$. At $c=0$ the clock reads $\tau$ in both cases. The fitted times lie between those of the two end compositions.

\paragraph{Surface composition that follows temperature.} Let an initially empty sample take up atoms through a surface held at $c_s=0.5\exp[-E(\beta-\beta_p)]$ with $E=0.5$ eV. No isothermal time at 1323 K reproduced the result: the least-squares choice left a largest misfit of $0.19$ in $c$. The best time was $0.945\tau$, and the largest misfit lies in the cell next to the surface. The figure belongs to cells $0.2$ nm wide and grows slowly for finer cells ($0.23$ at $0.1$ nm, $0.30$ at $0.025$ nm), because at the surface itself the final compositions are $0.05$ in the real anneal and $0.5$ in the isothermal one. With $c_s$ fixed at $0.5$, the misfit was about $10^{-9}$.

\paragraph{Thermodynamic factor.} In a regular solution with mixing parameter $\Omega$, the interdiffusion coefficient contains the factor $1-2\Omega c(1-c)/(k_BT)$, which does not factorize. For an assumed $\Omega=0.05$ eV it equals $0.78$ at $c=0.5$ and 1323 K. What matters here is its change with temperature. It shifts the effective time at $c=0.5$ by $-0.2$ percent with the peak as reference and by $+3.5$ percent with 1173 K.

\paragraph{Comparison with real anneals.} The parameters are round values in the rough regime of rapid thermal annealing of semiconductor layers, where peak temperatures near 1300 K and activation energies of a few eV are typical. The ramps are slow for lamp heating, which can reach 100 K/s or more. Ramps ten times faster, with the peak and hold unchanged, would contribute $1.07$ s instead of $10.7$ s. With the peak as reference, a thermometer error of a few kelvin shifts the effective time more than the composition-dependent activation energy or the thermodynamic factor did in the examples above. If the sample is 5 K hotter than recorded throughout, $\tau$ referred to 1323 K rises by 14 percent and the width by 7 percent, to about $10.1$ nm. For a wafer $0.07$ cm thick, heated on one face and insulated on the other, the steady lag is $rL^2/(2\alpha)$, with thickness $L$ and thermal diffusivity $\alpha$. With a rough $\alpha=0.1\ {\rm cm^2/s}$ and $r=10$ K/s this is $0.25$ K, or $0.65$ percent in the local diffusion rate near the peak. The lag is proportional to $r$: at 100 K/s it is $2.5$ K, or about 7 percent. Gradient energy, estimated as $(\Omega/k_BT_p)(a/w)^2$ with atomic spacing $a=0.25$ nm, enters at a relative size of $3\times10^{-4}$. At the steepest point of the profile, where the length $c/|\partial_xc|$ is about 2.3 nm, the same estimate gives $5\times10^{-3}$. The length shrinks further in the tail, to 1.1 nm at $c=0.05$, where the estimate is $2\times10^{-2}$. These figures refer to the final profile; at the initial sharp step the estimate is not small.

Factorization itself often fails in real layers. The diffusivity of a charged dopant depends on the ratio of the carrier density to the intrinsic density, which changes strongly with temperature, and an interdiffusion coefficient built from two tracer diffusivities with different activation energies does not factorize either. Coherency strain in a lattice-mismatched alloy layer is not included in the model. Real layers can also break the assumption that $D$ has no memory. Vacancies with an assumed diffusivity of $10^{-7}\ {\rm cm^2/s}$ reach a surface 100 nm away in about $10^{-3}$ s, which is short beside the hold. Excess defects that are trapped, or continually produced by a surface reaction, can persist longer. If they multiply $D$ by a constant $S$ throughout the anneal, the width grows by $\sqrt S$, so $S=2$ would turn $9.5$ nm into $13.4$ nm. If $S$ changes with time on its own kinetics, temperature alone no longer determines the clock. Further digits of the quantities used here are in the numerical output after the text.

\section*{Computed values}
\begin{verbatim}
Activation energy Q = 4.00 eV; prefactor = 1.0 cm^2/s
Composition factor exp(b c), b = 4.0; step 0.5 to 0
Start, peak, low reference T = 873, 1323, 1173 K
Ramp up, down = 10, 5 K/s; hold = 30 s
Durations up, down, total = 45, 90, 165 s
g at peak = 0.05789 nm^2/s; at low ref = 6.5171e-04 nm^2/s
g(start)/g(peak) = 1.40e-08
Effective time of up ramp at peak T = 3.572 s
  leading estimate = 3.771 s
Effective time of down ramp at peak T = 7.145 s
  leading estimate = 7.542 s
Total effective time at peak T = 40.717 s (quadrature 40.717 s)
Total effective time at low reference T = 3616.6 s
Equivalent constant T for the real duration = 1272.26 K
Time-averaged T = 1138.91 K
Budget at averaged T / true budget = 0.0140
General profile: largest change in c = 0.1448
General profile: largest real-iso difference = 5.8e-10
Length sqrt(g tau) = 1.5352 nm
Couple vs similarity, 200 and 400 cells: 5.48e-04, 1.43e-04
Similarity profile c at x = -10 nm: 0.4891
Similarity profile c at x = -5 nm: 0.4443
Similarity profile c at x = 0 nm: 0.2939
Similarity profile c at x = 2 nm: 0.1768
Similarity profile c at x = 5 nm: 0.0205
10-90 width, real-time run = 9.477 nm
10-90 width, similarity = 9.482 nm = 94.82 angstrom
Width if only the hold counted = 8.139 nm
D at c=0.10: recovered 0.08629, true 0.08636 nm^2/s
D at c=0.25: recovered 0.15716, true 0.15735 nm^2/s
D at c=0.40: recovered 0.28648, true 0.28671 nm^2/s
D overestimate factor if hold time is used = 1.3572
Activation-energy slope in broken case = 1.0 eV per unit c
Clock mismatch at extrema c=0.40, 0.10: 1.3957
  from diffusivity ratios = 1.3998
Factorized control: best time/tau = 1.000000, misfit c = 6.3e-10
Broken, peak ref: time/tau = 1.0189, misfit c = 9.48e-04
Broken, low ref: time/tau = 0.7327, misfit c = 1.14e-02
Fixed surface: misfit c = 1.0e-09
Surface energy 0.5 eV: misfit c = 0.188
Rough mixing parameter = 0.05 eV; thermo factor = 0.7807
  tau shift at c=0.5, peak ref = -0.200 %
  tau shift at c=0.5, low ref = 3.518 %
Thermometer offset 5 K: tau shift = 14.34 %
Rough wafer: 0.07 cm, thermal diffusivity 0.1 cm^2/s
  thermal lag = 0.245 K; local rate shift = 0.65 %
Gradient-energy size (spacing 0.25 nm) = 3.1e-04
Rough vacancy: sink 100 nm, diffusivity 1e-07 cm^2/s
  vacancy equilibration time = 1.0e-03 s
\end{verbatim}
